# Choosing monopole and dipole blocks in the quantum electrostatic heterostructure model

A model stack of 400 identical layers, probed from outside at in-plane wave vector $q=0.001$ Å$^{-1}$, screens like an isotropic half-space of dielectric constant 4.71 when each layer carries a monopole and a dipole response, and like one of 3.55 when the dipole is switched off. Yet the out-of-plane polarizability of the layer, 0.224 Å, is under 4% of the in-plane one, 6 Å. Building the screening of a van der Waals stack with the quantum electrostatic heterostructure (QEH) model involves two choices: whether to keep the dipole block, and which screened interaction enters an exciton calculation. The structure of the model shows what each choice leaves out.

## What the model keeps

Atomic units are used in the algebra. Layer $i$ is centred at $z_i$, and $z$ inside a layer is measured from its centre. Densities are electron number densities, potentials are electron potential energies, and $\langle f|X|g\rangle=\iint f(z)X(z,z')g(z')\,dz\,dz'$. A density $\rho(z)e^{i\mathbf q\cdot\mathbf r}$ creates a potential obeying $\Phi''-q^2\Phi=-4\pi\rho$. The kernel is $v\,e^{-q|z-z'|}$ with $v=2\pi/q$, since its slope jumps by $-2qv=-4\pi$ at $z=z'$. The symbol $\hat v$ denotes this kernel as an operator.

Four assumptions are made. The response is treated in the random-phase approximation (RPA). The layers do not hybridize, so the independent-particle response is a sum of layer terms $\chi^0_i$. Each layer is mirror symmetric. Interlayer coupling through in-plane reciprocal lattice vectors $\mathbf G\neq0$, whose fields decay as $e^{-|\mathbf q+\mathbf G||z|}$, is neglected. The algebra holds at any frequency at which the response is symmetric in $z,z'$; inequalities and numbers are static.

In RPA each layer responds to the total potential,
$$\delta n_i=\chi^0_i\Big(\phi+\hat v\,\delta n_i+\sum_{j\ne i}\hat v\,\delta n_j\Big),$$
with $\phi$ the external potential. Moving the self-term to the left and inverting gives
$$\delta n_i=\chi_i\Big(\phi+\sum_{j\neq i}\hat v\,\delta n_j\Big),\qquad \chi_i=(1-\chi^0_i\hat v)^{-1}\chi^0_i .$$
Here $\chi_i$ is the reducible response of the isolated layer. The rearrangement made no use of geometry, so it holds when layer densities overlap.

The approximation of QEH is to keep two numbers and two profiles of each $\chi_i$. With $\varphi_M=1$ and $\varphi_D=z$,
$$\chi_\alpha=\langle\varphi_\alpha|\chi_i|\varphi_\alpha\rangle,\qquad \rho_\alpha=\chi_i\varphi_\alpha/\chi_\alpha,\qquad \chi_i=\sum_\alpha\rho_\alpha\chi_\alpha\rho_\alpha+\mathcal R ,$$
and the residual $\mathcal R$ is dropped. Mirror symmetry makes $\langle1|\chi_i|z\rangle=0$, hence $\langle\rho_\alpha|\varphi_\beta\rangle=\delta_{\alpha\beta}$; $\rho_M$ is even with unit charge and $\rho_D$ is odd with unit dipole. It follows that $\mathcal R\varphi_\beta=\chi_i\varphi_\beta-\rho_\beta\chi_\beta=0$. For any potential $h$ put $h_\perp=h-\sum_\alpha\langle\rho_\alpha|h\rangle\varphi_\alpha$. Because $\mathcal R$ annihilates the $\varphi_\alpha$, and because $\langle\rho_\alpha|h_\perp\rangle=0$,
$$\langle h|\mathcal R|h\rangle=\langle h_\perp|\mathcal R|h_\perp\rangle=\langle h_\perp|\chi_i|h_\perp\rangle\le0 ,$$
the static $\chi_i$ being negative semidefinite. For a single layer, the dropped part is screening that QEH lacks.

## The algorithm

With $\delta n_i=\sum_\alpha\rho_{i\alpha}n_{i\alpha}$ and $\phi_{i\alpha}=\langle\rho_{i\alpha}|\phi\rangle$, the layer equation becomes
$$n_{i\alpha}=\chi_{i\alpha}\Big(\phi_{i\alpha}+\sum_{j\ne i,\beta}V_{i\alpha,j\beta}\,n_{j\beta}\Big),\qquad V_{i\alpha,j\beta}=\langle\rho_{i\alpha}|\hat v|\rho_{j\beta}\rangle .$$
For $N$ layers this is a $2N\times2N$ Dyson equation, $\chi=\tilde\chi+\tilde\chi V^{\rm inter}\chi$, with $\tilde\chi$ the diagonal matrix of the $\chi_{i\alpha}$. The monopole setting deletes the $D$ rows and columns. The projected total potential is $\phi+Vn$ with the full $V$, self-terms included, so $\epsilon^{-1}=1+V\chi$. A source with profile $\rho_{j\beta}$ has $\phi=V_{\cdot,j\beta}$, so $W=\epsilon^{-1}V=V+V\chi V$. A $z$-independent potential has $\phi_{jM}=1$, $\phi_{jD}=0$, and the layer average of the total potential defines
$$\epsilon_M^{-1}=\frac1N\sum_{ij}\epsilon^{-1}_{iM,jM}.$$
For an insulating layer $\chi_M\to-\alpha q^2$ as $q\to0$, which defines $\alpha$, and $\alpha_z=-\chi_D(q\to0)$. All $V_{iM,jM}\to v$, so $\epsilon^{-1}_{iM,jM}\to\delta_{ij}-2\pi q\alpha_j$. The dipole route $V_{MD}\chi_DV_{DM}\chi_M$ is of order $q^2$, since $V_{MD}$ is of order $vq$. Hence $\epsilon_M\to1+2\pi q\sum_j\alpha_j$ to first order.

The numbers below use a model layer whose full RPA solution is available: $\chi^0=-\sum_{n=0}^{6}A_nu_n(z)u_n(z')$, with $u_n=\psi_0\psi_n$ built from the states of an infinite well of width $s$, $A_0=\alpha q^2/(1+q^2\ell^2)$ for in-plane polarization and $A_n=2n_s/(E_n-E_0)$ for out-of-plane transitions at areal density $n_s$. With $A$ the diagonal matrix of the $A_n>0$ and $V$ the positive Coulomb matrix of the $u_n$, $\chi_i=-(A^{-1}+V)^{-1}$ is negative, and its rank is seven, so $\mathcal R\neq0$. Layer A has $s=6$ Å, $\alpha=6$ Å, $n_s=0.1$ Å$^{-2}$; layer B has $s=3$ Å, $\alpha=1$ Å, $n_s=0.4$ Å$^{-2}$; both have $\ell=2$ Å. The AB distance is 5 Å and the period of A stacks is 6.5 Å.

## The bilayer in closed form

Let layer 2 lie at distance $d$ above layer 1 and let the densities not overlap. Then $|z-z'|=d+z_2-z_1$ in local coordinates, and the kernel factorizes as $v\eta\,e^{qz_1}e^{-qz_2}$ with $\eta=e^{-qd}$. Parity gives $\langle\rho_M|e^{\pm qz}\rangle=f_M$ and $\langle\rho_D|e^{\pm qz}\rangle=\pm f_D$, where $f_M=\langle\rho_M|\cosh qz\rangle$ and $f_D=\langle\rho_D|\sinh qz\rangle$. The interlayer block has rank one:
$$V_{12}=v\eta\,ab^T,\qquad a=(f_{1M},f_{1D})^T,\qquad b=(f_{2M},-f_{2D})^T .$$
Define for each layer $m=-v\chi_Mf_M^2$, $p=-v\chi_Df_D^2$, both positive, and
$$r=m+p,\qquad t=1-m+p .$$
A potential $e^{-qz}$ from a source below projects on $(f_M,-f_D)$ and induces $n=(\chi_Mf_M,-\chi_Df_D)$. Below the layer the induced potential is $ve^{qz}(f_Mn_M-f_Dn_D)=-r\,e^{qz}$. Above it the total is $e^{-qz}[1+v(f_Mn_M+f_Dn_D)]=t\,e^{-qz}$. So $r$ and $t$ are reflection and transmission amplitudes. The induced charge sheet lowers the potential on both sides, while the dipole sheet lowers it on the source side and raises it beyond.

Let $\chi_1,\chi_2$ now be the diagonal $2\times2$ blocks. The Dyson equation reads
$$n_1=\chi_1(\phi_1+v\eta\,aS_2),\qquad n_2=\chi_2(\phi_2+v\eta\,bS_1),$$
with $S_1=a^Tn_1$ and $S_2=b^Tn_2$. Multiplying by $a^T$ and $b^T$, and using $va^T\chi_1a=-r_1$, $vb^T\chi_2b=-r_2$,
$$S_1=a^T\chi_1\phi_1-r_1\eta S_2,\qquad S_2=b^T\chi_2\phi_2-r_2\eta S_1 .$$
Substituting the first into the second,
$$S_2=\frac{b^T\chi_2\phi_2-r_2\eta\,a^T\chi_1\phi_1}{D},\qquad D=1-r_1r_2\eta^2 .$$
The factor $1/D$ is the geometric series of round trips across the gap. Inserting $S_2$ into $n_1$ and reading off the coefficients of $\phi_1$ and $\phi_2$,
$$\chi_{11}=\chi_1-\frac{vr_2\eta^2}{D}\chi_1aa^T\chi_1,\qquad \chi_{12}=\frac{v\eta}{D}\chi_1ab^T\chi_2 .$$
The second term of $\chi_{11}$ mixes $M$ and $D$ within layer 1, because the neighbour breaks the mirror symmetry.

The total monopole potential on layer 1 is $\phi_{1M}+V_1n_{1M}+v\eta f_{1M}S_2$, where $V_i=V_{iM,iM}$ and $V_{iM,iD}=0$ by parity. With $n_{1M}=\chi_{1M}(\phi_{1M}+v\eta f_{1M}S_2)$ it becomes
$$\phi^{\rm tot}_{1M}=(1+V_1\chi_{1M})\phi_{1M}+v\eta\,g_1S_2,\qquad g_i=f_{iM}(1+V_i\chi_{iM}).$$
Each quantity is a choice of source.

A unit monopole potential on layer 1 alone gives $S_2=-r_2\eta f_{1M}\chi_{1M}/D$, and on layer 2 alone $S_2=f_{2M}\chi_{2M}/D$:
$$\epsilon^{-1}_{1M,1M}=1+V_1\chi_{1M}-\frac{vr_2\eta^2g_1f_{1M}\chi_{1M}}{D},\qquad \epsilon^{-1}_{1M,2M}=\frac{v\eta\,g_1f_{2M}\chi_{2M}}{D}.$$

A charge $\rho_{1M}$ has $\phi_1=(V_1,0)^T$ and $\phi_2=v\eta f_{1M}b$, so $DS_2=-r_2\eta f_{1M}-r_2\eta f_{1M}\chi_{1M}V_1=-r_2\eta g_1$ and
$$W_{11}=W_{\rm iso}+\Delta W,\qquad W_{\rm iso}=V_1(1+V_1\chi_{1M}),\qquad \Delta W=-vr_2\eta^2g_1^2/D .$$

A charge $\rho_{2M}$ has $\phi_1=v\eta f_{2M}a$ and $\phi_2=(V_2,0)^T$, so $DS_2=f_{2M}(\chi_{2M}V_2+r_1r_2\eta^2)$. The total is $v\eta g_1(f_{2M}+S_2)$, and $Df_{2M}+DS_2=g_2$, giving
$$W_{12}=v\eta\,g_1g_2/D .$$

A source below the pair has $\phi_1=\bar a=(f_{1M},-f_{1D})^T$ and $\phi_2=\eta b$. Since $va^T\chi_1\bar a=t_1-1$, one finds $vDS_2=-r_2\eta-r_2\eta(t_1-1)=-r_2\eta t_1$. The amplitude returned below is $-R=v\bar a^Tn_1+v\eta S_2=-r_1+v\eta t_1S_2$, so
$$R=r_1+t_1^2r_2\eta^2/D .$$

At $q_0=0.1$ Å$^{-1}$, $v=904.76$ eV Å$^2$ (that is $2\pi e^2/q_0$ with $e^2=14.3996$ eV Å) and $\eta=0.60653$. For layer A, $m=904.76\times9.63664\times10^{-4}\times1.00932^2=0.8882$ and $p=904.76\times0.0178097\times0.10049^2=0.1627$, so $r_A=1.0509$ and $t_A=0.2745$. Also $1+V_A\chi_M=1-777.81\times9.63664\times10^{-4}=0.25045$, so $g_A=0.2528$ and $W_{\rm iso}=194.80$ eV Å$^2$. With $r_B=0.44892$ and $g_B=0.64199$,
$$D=1-1.05093\times0.44892\times0.60653^2=0.8264,$$
$$\Delta W=-\frac{904.76\times0.44892\times0.60653^2\times0.25279^2}{0.82644}=-11.55\ \text{eV Å}^2,$$
$$W_{12}=\frac{904.76\times0.60653\times0.25279\times0.64199}{0.82644}=107.76\ \text{eV Å}^2,$$
and $R=1.0509+0.0151=1.0660$. A value $r>1$ is no fault, because $r$ is referred to the layer centre. A grounded metal surface at $z=-s/2$ needs $e^{qs/2}-re^{-qs/2}=0$, so it has $r=e^{qs}$, here $e^{0.6}\approx1.8$. The numerical check confirms the forms for $\chi$ and $D$ symbolically, and all the forms against the matrix solution at four wave vectors.

When densities overlap, some pairs have $d+z_2-z_1<0$ and the kernel does not factorize. Two A layers at $d=4$ Å and $q=0.3$ Å$^{-1}$ give $|\det V_{12}|$ equal to 0.033 of the product of its diagonal elements, and the closed $\chi_{12}$ misses the matrix solution by 7.9% in its worst element, while the layer partition still reproduces the unpartitioned RPA. With overlapping profiles the matrix equation has to be solved, and the assumption of no hybridization needs its own justification.

## Errors for fields that come from other layers

Without overlap, all other layers produce on a given layer a combination of $e^{qz}$ and $e^{-qz}$. The derivation of $R$ used nothing but the response to these two functions, so it holds in full RPA with
$$r^{\rm ex}=-v\langle e^{-qz}|\chi_i|e^{-qz}\rangle,\qquad t^{\rm ex}=1+v\langle e^{qz}|\chi_i|e^{-qz}\rangle .$$
For AB at $q_0$ this gives 1.066651, the same as an unpartitioned real-space RPA solution; QEH gives 1.065981. The rank-two part of $\chi_i$ reproduces $r$, so
$$r^{\rm ex}-r=-v\langle e^{-qz}|\mathcal R|e^{-qz}\rangle\ge0 .$$
In $e^{-qz}=1-qz+q^2z^2/2-\dots$ the first two terms are annihilated, and the $z^2$–$z^3$ cross term vanishes by parity. With $Q=-\langle z^2|\mathcal R|z^2\rangle$ at $q=0$,
$$r^{\rm ex}-r\to\frac{2\pi}{q}\,\frac{q^4}{4}\,Q=\frac{\pi}{2}Qq^3,$$
and the same expansion gives $t^{\rm ex}-t\to-\frac\pi2Qq^3$. Layer A has $Q=0.4696$ Å$^3$: the law gives $7.377\times10^{-7}$ at $0.01$ Å$^{-1}$ against $7.378\times10^{-7}$ computed, with exponent 3.00 between 0.01 and 0.02 Å$^{-1}$. At $q_0$ it gives $7.4\times10^{-4}$, matching $1.05167-1.05093$, which is 0.07% of $r^{\rm ex}$ and 0.27% of $t^{\rm ex}=0.27375$.

Dropping the dipole removes $p$. For $q\to0$, $f_M\to1$ and $f_D\to q\langle\rho_D|z\rangle=q$, so
$$m\to2\pi q\alpha,\qquad p\to2\pi q\alpha_z .$$
The dipole term is of the same order in $q$ as the monopole term. The monopole setting has a relative error in $r$ that tends to $\alpha_z/(\alpha+\alpha_z)=0.2241/6.2241=3.6\%$ for layer A and does not vanish at long wavelength. At $q_0$ it is $0.1627/1.0509=15\%$ of the QEH value. The growth reflects self-screening of the monopole: for a thin layer $-1/\chi_M\approx1/A_0+v$, so $m\approx vA_0/(1+vA_0)$ saturates instead of growing linearly. This estimate, and its bound $m<1$, are justified only for $qs\ll1$. For layer A at $q_0$, where $qs=0.6$, it gives 0.78 and the computed value is $m=0.888$; both lie far below the linear value $2\pi q_0\alpha=3.77$, while $p=0.163$ is 16% above $2\pi q_0\alpha_z=0.141$.

## Thick stacks

Take identical layers with period $d$ and no overlap. In a gap the potential has a part decaying upward and a part decaying downward. Let their values be $A,B$ at the plane $d/2$ below a layer and $A',B'$ at the plane $d/2$ above. The path from plane to centre and on to a plane contributes $\eta$, and the mirror-symmetric layer scatters alike from both sides:
$$A'=t\eta A-r\eta B',\qquad B=-r\eta A+t\eta B' .$$
The sum and difference are $A'+B=u(A+B')$ and $A'-B=w(A-B')$, with
$$u=(t-r)\eta=(1-2m)\eta,\qquad w=(t+r)\eta=(1+2p)\eta .$$
A Bloch solution decaying into the stack has $A'=\lambda A$, $B'=\lambda B$, $\lambda=e^{-\kappa d}$. With $x=B/A$, $u=(\lambda+x)/(1+\lambda x)$ and $w=(\lambda-x)/(1-\lambda x)$. The identities $1+\lambda x\mp(\lambda+x)=(1\mp\lambda)(1\mp x)$, and the same with $x\to-x$, give
$$\frac{1-u}{1+u}=\tau Y,\qquad \frac{1-w}{1+w}=\frac{\tau}{Y},\qquad \tau=\tanh\frac{\kappa d}{2},\qquad Y=\frac{1-x}{1+x}.$$
Below the first layer of a half-space $x=-R'$, with $R'=R\eta$ the reflection referred to that plane, so $Y=(1+R')/(1-R')=-\Phi'/(q\Phi)$ is the admittance quoted at the start. The product of the two relations fixes $\tau^2$, and
$$\cosh\kappa d=\frac{1+\tau^2}{1-\tau^2}=\frac{1+uw}{u+w}=\frac{e^{qd}+(t^2-r^2)e^{-qd}}{2t}.$$
At $q_0$ this gives $\kappa d=1.571429$, as does the decay of the induced charge in a 30-layer matrix solution. A real $\kappa$ needs $t>0$. In the monopole setting $t=1-m$ changes sign when $m$ passes 1; for layer A at 0.2 Å$^{-1}$, $m=1.16$, and $\lambda$ is negative there.

To first order in $q$, $1-u\to q(d+4\pi\alpha)$, $1-w\to q(d-4\pi\alpha_z)$ and both denominators tend to 2. Define
$$\epsilon_\parallel=1+\frac{4\pi\alpha}{d},\qquad \frac1{\epsilon_z}=1-\frac{4\pi\alpha_z}{d}.$$
Then $\tau Y\to\frac{qd}2\epsilon_\parallel$ and $\tau/Y\to\frac{qd}{2}\epsilon_z^{-1}$, whose product and ratio give
$$\kappa\to q\sqrt{\epsilon_\parallel/\epsilon_z},\qquad Y\to\sqrt{\epsilon_\parallel\epsilon_z}.$$
A uniaxial dielectric has the same values: $\epsilon_z\Phi''=\epsilon_\parallel q^2\Phi$ fixes $\kappa$, and continuity of the normal displacement gives $Y=\epsilon_z\kappa/q$. For an isotropic medium $Y=\epsilon$.

This resolves the opening numbers. The dipole enters through $w$, where $\alpha_z$ is measured against $d/4\pi=0.517$ Å and not against $\alpha$. Here $\epsilon_\parallel=1+4\pi\times6/6.5=12.60$ and $1/\epsilon_z=1-4\pi\times0.2241/6.5=0.5668$, so $\epsilon_z=1.764$. The monopole setting puts $p=0$, hence $\epsilon_z=1$ and $Y=\sqrt{12.60}=3.550$, which is 25% below $\sqrt{12.60\times1.764}=4.715$. The 400-layer solutions give 3.5495 and 4.7148. For a thick stack or substrate, the dipole block can be dropped at long wavelength when $4\pi\alpha_z/d\ll1$; smallness of $\alpha_z/\alpha$ is not the criterion. The continuum value $\kappa d=2.6723\times0.65=1.74$ lies 11% above the lattice value at $q_0$, so replacing the stack by $\epsilon_\parallel,\epsilon_z$ is a long-wavelength step.

The macroscopic function $\epsilon_M$ is a poor guide to this setting. At first order in $q$ it contains no $\alpha_z$. For $N=1$ both settings equal full RPA, because $\chi_i\varphi_M=\rho_M\chi_M$ gives $\epsilon_M^{-1}=1+V_1\chi_M$, and $1/0.25045=3.993$. At $q_0$:

| $N$ | QEH | monopole | full RPA |
|---|---|---|---|
| 2 | 5.699 | 5.844 | 5.723 |
| 5 | 8.197 | 8.357 | 8.279 |
| 20 | 10.595 | 10.661 | 10.760 |

For $N=20$ the monopole value is the closer one, 0.9% below full RPA against 1.5% for QEH. In each row dropping $\mathcal R$ lowers $\epsilon_M$ and dropping the dipole then raises it, so the monopole error is a sum of two terms of opposite sign. The same setting misses $Y$ by a quarter.

## The interaction passed to the exciton

For the interaction within a layer the relevant potential is $h=\hat v\rho_M$, which is not a combination of $e^{\pm qz}$ inside the layer. The full value is $V_1+\langle h|\chi_i|h\rangle$, and the rank-two part gives $V_1^2\chi_M$, since $\langle\rho_M|h\rangle=V_1$ and $\langle\rho_D|h\rangle=0$. Therefore
$$W_{\rm iso}-W^{\rm ex}_{\rm iso}=-\langle h|\mathcal R|h\rangle\ge0 .$$
Expanding the kernel, $h=2\pi/q+h_0(z)+O(q)$ with $h_0=-2\pi\int|z-z'|\rho_M(z')dz'$. The residual removes the constant and leaves $-\langle h_0|\mathcal R|h_0\rangle$, a finite limit, 10.54 eV Å$^2$ for layer A; the error is 10.46 and 10.50 eV Å$^2$ at 0.002 and 0.001 Å$^{-1}$. Relative to $W\to2\pi/q$ it vanishes as $q\to0$, but at $q_0$ the error is $194.80-187.34=7.46$ eV Å$^2$, or 4.0% of the full value.

At long wavelength the amplitude that a charge sends out of its layer is better described. In full RPA it is $\langle e^{qz}|\rho_M\rangle+\langle e^{qz}|\chi_i|h\rangle=g+\langle\cosh qz|\mathcal R|h\rangle$, and the last term is $\frac{q^2}{2}\langle z^2|\mathcal R|h_0\rangle$ at leading order while $g\to1$. Without overlap the layers exchange only fields $e^{\pm qz}$, so $\Delta W$ and $W_{12}$ keep their forms in full RPA with the exact $g$ and $r$. The relative error of $r$ tends to $\frac\pi2Qq^3/[2\pi q(\alpha+\alpha_z)]$, of order $q^2$ like that of $g$, so the relative errors of $\Delta W$ and $W_{12}$ start at order $q^2$. This law needs $g\approx1$, that is $2\pi q\alpha\ll1$; at $q_0$, where $g_A=0.25$, the QEH value $\Delta W=-11.55$ eV Å$^2$ is 2% smaller in magnitude than the full $175.56-187.34=-11.78$ eV Å$^2$. The relative error of $\Delta W$ rises to 17% at 0.3 Å$^{-1}$ and 32% at 0.6 Å$^{-1}$, where $\Delta W$ carries the factor $\eta^2=0.050$ and $0.0025$. The accuracy at long wavelength suggests
$$W_{11}\approx W^{\rm ex}_{\rm iso}+\Delta W ,$$
with the first term taken from the full single-layer calculation that produced the blocks. At $q_0$ it gives $187.34-11.55=175.79$ eV Å$^2$, 0.13% above the full 175.56, where the plain QEH value 183.25 is 4.4% above. At $q_0$, $W_{12}$ is 1.1% below the full 108.91 eV Å$^2$; the relative error is larger at shorter wavelength, 9% at 0.3 Å$^{-1}$ and 19% at 0.6 Å$^{-1}$.

Take one valence and one conduction band, both parabolic, and set the Bloch overlaps between different wave vectors to one. With the static direct term, no exchange term and no coupling between resonant and antiresonant transitions, the Bethe–Salpeter equation reduces to the Wannier equation $[-\nabla^2/2\mu-W(r)]\psi=-E_b\psi$. Electron and hole are given the profile $\rho_M$ of their layer, in QEH and in the RPA reference alike, and $W(r)=\int\frac{d^2q}{(2\pi)^2}W(q)e^{i\mathbf q\cdot\mathbf r}$. In a basis $e^{-a_kr^2}$ with $c=a_k+a_l$ the overlap is $\pi/c$. The gradient $-2a_k\mathbf r\,e^{-a_kr^2}$ and $\int r^2e^{-cr^2}d^2r=\pi/c^2$ give the kinetic element $4\pi a_ka_l/(2\mu c^2)$. The transform $(\pi/c)e^{-q^2/4c}$ of the pair density gives the potential element $\frac1{2c}\int_0^\infty qW(q)e^{-q^2/4c}dq$. For $W=1/r$ the function $e^{-\gamma r}$ has kinetic term $(-\gamma^2+\gamma/r)/2\mu$, so $\gamma=2\mu$ and $E_b=2\mu$ hartree; at $\mu=0.25$ the solver returns 13.6056 eV against 13.6057 eV.

All binding energies below use $\mu=0.25$. For layer A alone QEH gives $E_b=0.638$ eV and full RPA 0.609 eV. In the AB bilayer plain QEH gives 0.596 eV, again about 30 meV above the full 0.567 eV, while the corrected interaction agrees with the full value within 1 meV. The reduction caused by layer B is 42 meV in plain QEH, 41 meV with the corrected interaction and 42 meV in full RPA. The three agree within 1 meV. The two QEH routes share the same $\Delta W$ and differ only in the isolated-layer term, and nothing derived above makes the plain shift the closer one in general. For this bilayer and this mass the shift of binding energy may be taken from either route, while an absolute intralayer binding energy needs $W^{\rm ex}_{\rm iso}$. The interlayer exciton involves $W_{12}$, which has no additive $W_{\rm iso}$ term; the elements $V_i$ appear explicitly only in $g_1g_2$, while the self-interaction of each layer also acts on $D$ through the reducible $\chi_{i\alpha}$ inside $r_i$. QEH gives 0.406 eV, 2 meV below the full 0.408 eV, and the monopole setting gives 0.397 eV, 11 meV below. The sign of the last change agrees with $W_{12}=v\eta g_1g_2/D$, where $g_i$ contains no dipole and the dipoles raise $r_1r_2$, lower $D$ and so strengthen the attraction across the gap.

## Calculated quantities

```
e^2 = 14.3996 eV A; mu = 0.25 m_e; transitions per layer = 7
d_AB = 5.00 A; period A stack = 6.50 A; q0 = 0.10 1/A
v(q0) = 904.76 eV A^2; exp(-q0 d_AB) = 0.60653
A: s = 6.0 A, alpha = 6.0 A, l = 2.0 A, n_s = 0.1 1/A^2
A: E1-E0 = 3.134 eV, alpha_z = 0.2241 A
A: chi_M = -9.63664e-04 1/(eV A^2), chi_D = -1.78097e-02 1/eV
A: f_M = 1.00932, f_D = 0.10049 1/A, V_MM = 777.81 eV A^2
A: r = 1.05093 (exact 1.05167, monopole 0.88822)
A: t = 0.27449 (exact 0.27375), g = 0.25279
B: s = 3.0 A, alpha = 1.0 A, l = 2.0 A, n_s = 0.4 1/A^2
B: E1-E0 = 12.534 eV, alpha_z = 0.0921 A
B: chi_M = -4.26652e-04 1/(eV A^2), chi_D = -6.76435e-03 1/eV
B: f_M = 1.00201, f_D = 0.10012 1/A, V_MM = 842.14 eV A^2
B: r = 0.44892 (exact 0.44897, monopole 0.38757)
B: t = 0.67377 (exact 0.67372), g = 0.64199
AB q0: D = 0.82644
AB q0: chi_1M1M = -1.13471e-03, chi_1M2M = 2.76105e-04 1/(eV A^2)
AB q0: chi_1M1D = -3.14713e-04 1/(eV A)
AB q0: epsinv_1M1M = 0.29491, epsinv_1M2M = -0.07176
AB q0: eps_M QEH = 3.5374, full RPA = 3.5402
A q0: W_iso QEH = 194.80, full RPA = 187.34 eV A^2
AB q0: W11 QEH = 183.25, full RPA = 175.56 eV A^2
AB q0: W12 QEH = 107.76, full RPA = 108.91 eV A^2
AB q0: R QEH = 1.065981, exact r,t = 1.066651, grid RPA = 1.066651
overlap AA d = 4.0 A, q = 0.3 1/A: rank defect 0.0332, chi12 deviation 0.0788
A: Q = 0.4696 A^3; r error at q = 0.01, 0.02 1/A: 7.3780e-07, 5.9048e-06
A: error exponent = 3.0006; (pi/2) Q q^3 at 0.01 1/A = 7.3770e-07
A: W_iso QEH - exact at q = 0.001, 0.002 1/A: 10.502, 10.464 eV A^2
eps_M(q0) N = 1: QEH 3.9928, monopole 3.9928, full RPA 3.9928
eps_M(q0) N = 2: QEH 5.6992, monopole 5.8442, full RPA 5.7226
eps_M(q0) N = 5: QEH 8.1971, monopole 8.3574, full RPA 8.2786
eps_M(q0) N = 20: QEH 10.5950, monopole 10.6612, full RPA 10.7600
kappa d at q0: Bloch 1.571429, 30 layers 1.571429
bulk: eps_par = 12.5997, eps_z = 1.7644
q = 0.001 1/A, 400 layers: kappa/q = 2.6723, sqrt(eps_par/eps_z) = 2.6723
admittance QEH = 4.7148, sqrt(eps_par eps_z) = 4.7149
admittance monopole = 3.5495, sqrt(eps_par) = 3.5496
2D hydrogen: solver 13.6056 eV, exact 13.6057 eV
E_b A alone: QEH 0.6382 eV, full RPA 0.6087 eV
E_b A in AB: QEH 0.5964, W_iso+dW 0.5675, full RPA 0.5668 eV
shift by B: QEH -0.0419, W_iso+dW -0.0411, full RPA -0.0418 eV
E_b interlayer: QEH 0.4060, monopole 0.3969, full RPA 0.4079 eV
```
